Zone-Boundary Small Representations by Central Extension and Plane-Wave Trace Assignment

**1. Result**

Let {R|v} denote the space-group operation r → Rr + v. Let P be the little co-group of k: the rotations, proper or improper, with Rk = k + G for some reciprocal lattice vector G. For each R in P choose one operation {R|v_R}, with v_E = 0. The small representations of k are the irreducible matrix sets D_R obeying

D_R D_S = ω(R,S) D_RS,  ω(R,S) = exp[−ik·(v_R + Rv_S − v_RS)].  (1)

If every ω is a g-th root of unity, they are also irreducible representations of an ordinary group of order g|P|: those in which a particular central element equals exp(2πi/g). A plane-wave level with orthonormal coefficient vectors c_n(q), q = k + G, contains small representation i

m_i = (1/|P|) Σ_R χ_i*(R) χ(R),
χ(R) = Σ_n Σ_q c_n*(Rq) exp[−i(Rq)·v_R] c_n(q)  (2)

times. The treatment is for one electron without spin or magnetic order, until spin is added in Section 7.

**2. The factor system**

A Bloch state satisfies ψ(r−t) = exp(−ik·t)ψ(r), so a lattice translation t is represented by exp(−ik·t). Applying two operations in turn gives R(Sr + v_S) + v_R, hence

{R|v_R}{S|v_S} = {E|t(R,S)}{RS|v_RS},  t(R,S) = v_R + Rv_S − v_RS.

Both sides have the same rotation, so t(R,S) is a lattice vector, and (1) follows. Conversely, matrices obeying (1) define D({R|v_R+t}) = exp(−ik·t)D_R. In a product with {S|v_S+u} the translation Ru appears, and

exp(−ik·Ru) = exp[−i(R⁻¹k)·u] = exp(−ik·u),

because R⁻¹k differs from k by a reciprocal lattice vector. The multiplication law of the full group of k is therefore satisfied.

Substituting the definition of t gives

t(R,S) + t(RS,T) = v_R + Rv_S + RSv_T − v_RST = t(R,ST) + R t(S,T).

Taking exp(−ik·…) and removing the last R as above yields the cocycle condition

ω(R,S) ω(RS,T) = ω(R,ST) ω(S,T).  (3)

Two limits follow from the substitution D_R = exp(−ik·v_R)Γ_R. Equation (1) becomes

Γ_R Γ_S = exp[ik·(v_S − Rv_S)] Γ_RS = exp(−iG_R·v_S) Γ_RS,  G_R = R⁻¹k − k.

Inside the zone every G_R vanishes, and in a symmorphic group all v_S can be zero. In either case the Γ_R form an ordinary representation of P. The new form also serves when k has irrational coordinates: with rational v_S its factors are still roots of unity, whereas those in (1) need not be.

**3. The central extension**

Write ω(R,S) = exp[2πi a(R,S)/g] with integer a, and let pairs (R,m), m = 0,…,g−1, multiply as

(R,m)(S,n) = (RS, m + n + a(R,S) mod g).

Condition (3) makes this product associative. Since v_E = 0, a(E,R) = a(R,E) = 0, so (E,0) is the identity. The inverse of (R,m) is (R⁻¹, −m − a(R,R⁻¹)). The pairs thus form a group of order h = g|P|.

The element (E,1) commutes with every pair. By Schur's lemma it is a number z in an irreducible representation, and z^g = 1. Then D(R,m) = z^m D(R,0), and

D(R,0)D(S,0) = z^a(R,S) D(RS,0).

Choosing z = exp(2πi/g) gives (1). Irreducibility is unaffected, since the two matrix sets differ only by scalar factors.

Let N_s be the sum of d² over the irreducible representations with z = exp(2πis/g). The regular representation has trace zero except at the identity, so

Σ_s N_s exp(2πism/g) = g|P| δ_m0.

Inverting this Fourier sum gives N_s = |P| for each s. The squared dimensions of the small representations therefore add up to |P|.

**4. Characters and matrices**

Let K_r be the sum of the elements in class C_r of the extension. Class sums multiply as K_r K_s = Σ_t c_rst K_t, with counted integers c_rst. In an irreducible representation K_r is the number w_r = |C_r|χ_r/d, so

w_r w_s = Σ_t c_rst w_t.

Thus w is an eigenvector, with eigenvalue w_r, of the matrix M_r whose entries are (M_r)_st = c_rst. Diagonalizing M = Σ_r x_r M_r with random x_r gives all the vectors w at once, as its eigenvalues Σ_r x_r w_r are then generically distinct. Each vector is scaled to w = 1 at the identity. Inserting χ_t = d w_t/|C_t| into Σ_t |C_t||χ_t|² = h gives

d² = h / Σ_t (|w_t|²/|C_t|).

The rows with z = exp(2πi/g) are kept.

This eigenproblem is well conditioned. The vectors w_t/√|C_t| are proportional to √|C_t| χ_t, and character orthogonality makes them mutually orthogonal. With normalized columns they form a unitary matrix U, so the eigenvectors of M can be written diag(√|C_t|)U, whose condition number is √(max|C_t|/min|C_t|). What remains to be avoided is an unlucky choice of x_r with nearly equal eigenvalues; another draw cures it.

If matrices are needed, let L_R e_S = ω(R,S)e_RS on a space of dimension |P|. By (3),

L_R L_S e_T = ω(S,T)ω(R,ST)e_RST = ω(R,S)L_RS e_T.

The trace of L_R vanishes unless R = E, where it is |P|, so each small representation occurs d times. Average a random Hermitian matrix A to Ā = (1/|P|)Σ_R L_R A L_R†. The phases cancel, and Ā commutes with every L_R. On the d copies of one representation Ā acts as a random Hermitian d×d matrix that mixes copies, with generically distinct eigenvalues. Each eigenspace therefore carries one copy. If the columns of U_c span it, then D_R = U_c†L_R U_c.

**5. Traces of plane waves**

An operation acts on functions by (Oψ)(r) = ψ(R⁻¹(r−v_R)). For a plane wave,

exp[iq·R⁻¹(r−v_R)] = exp[−i(Rq)·v_R] exp[i(Rq)·r].

The coefficient c(q) therefore moves to Rq with the phase exp[−i(Rq)·v_R], and the trace over a level is (2). The basis must be cut off in |k+G|, which the operations of P preserve; a sphere in |G| is in general not closed.

The formula for m_i is character orthogonality in the extension. The sum over m there repeats the same term g times, because z^m cancels against its conjugate. If v_R is replaced by v_R + t_R, both χ_i(R) and χ(R) gain exp(−ik·t_R), and m_i is unchanged. Character tables and traces must use the same representatives.

**6. Diamond structure: X, W and L**

Put atoms at 0 and τ = (a/4)(1,1,1). Operations that keep each sublattice have v = 0; those that exchange the two have v = τ.

At X, k = (2π/a)(0,0,1), and |P| = 16. Lattice vectors have components in multiples of a/2, so ω = ±1 and g = 2. Consider inversion I with τ and the twofold rotation C2x without translation. Their product, a mirror, has v = τ. In the order I C2x, t = τ − τ = 0. In the order C2x I,

t = C2xτ − τ = (a/2)(0,−1,−1),  k·t = −π.

Hence D_I D_C2x = −D_C2x D_I. Determinants then require (−1)^d = 1, so d is even: every level at X is degenerate. The extension, of order 32 with 14 classes, has four small representations with d = 2, and 4·2² = 16. The labels used here are defined by these characters:

Operations: E; C2z; m(y,x,z); m(−y,−x,z); C2(y,x,−z)+τ; C2(−y,−x,−z)+τ
X1: 2, 2, 2, 2, 0, 0
X2: 2, 2, −2, −2, 0, 0
X3: 2, −2, 0, 0, 2, −2
X4: 2, −2, 0, 0, −2, 2

The squares in each row add up to 16, so the characters of the other ten operations vanish.

At W, k = (2π/a)(1/2,1,0), and t = (a/2)(1,1,0) gives k·t = 3π/2. Fourth roots occur, and g = 4. With |P| = 8 there are two small representations, each with d = 2. The operation S4: (x,y,z) → (−x,z,−y) has character 1+i in W1 and −1−i in W2.

At L, k = (2π/a)(1/2,1/2,1/2), and each R in P gives Rτ = τ with v_R = 0, or Rτ = −τ with v_R = τ. In all four combinations t(R,S) = 0. So g = 1, and the dimensions 1, 1, 1, 1, 2, 2 are those of the ordinary point group. Being on the zone boundary does not by itself force degeneracy.

Time reversal could still join representations. The Frobenius–Schur indicator, the group average of the character of x², equals 1 for a representation that can be made real; complex conjugation then needs no second copy. For the full space-group representation, x = {E|t}{R|v_R} has the square {E|t+Rt}{R|v_R}². Summing exp[−i(k+R⁻¹k)·t] over t leaves only rotations with Rk ≡ −k, modulo reciprocal lattice vectors. All arms of the star contribute equally, so the indicator is

(1/|P|) Σ χ({R|v_R}²), over R with Rk ≡ −k.

It equals 1 for all small representations at X, W and L, so time reversal adds no degeneracy there.

**7. A silicon-like calculation**

The model has a = 0.543 nm and the local potential

V(G) = f(s)[1 + exp(−iG·τ)]/2,  s = |G|²/(2π/a)²,

with f = −2.9, 0.5 and 1.1 eV at s = 3, 8 and 11, and zero otherwise. These are rough, rounded values in the regime of silicon. The kinetic unit ħ²(2π/a)²/2m is 5.10 eV. A cutoff of 36 units gives 222 waves at X.

The free-electron shell |q|² = 2, in units of (2π/a)², shows the assignment by hand. Its waves are (±1,±1,0). Under C2(y,x,−z)+τ the waves (1,1,0) and (−1,−1,0) stay in place, with phases exp(∓iπ) = −1, so the trace is −2. Under C2(−y,−x,−z)+τ the other two stay, with phase 1, and the trace is 2. In the order of the table the traces are 4, 0, 2, 2, −2, 2. Hence

m(X1) = (2·4 + 2·0 + 2·2 + 2·2)/16 = 1,
m(X4) = [2·4 − 2·0 + (−2)(−2) + 2·2]/16 = 1,

and X2 and X3 give zero.

With the potential included, the lowest X levels relative to the valence top at Γ are

X1: −8.34 eV;  X4: −2.96 eV;  X1: +1.02 eV.

The first two hold the four valence bands. At W the lowest levels are W1 at −8.19, W2 at −3.96, W2 at +4.71 and W1 at +5.90 eV. All are twofold degenerate.

Dropping the fractional phases spoils the second X level. In the shell above, X4 consists of the differences (1,1,0) − (−1,−1,0) and (1,−1,0) − (−1,1,0). Without phases, either C2 operation with τ keeps one difference and reverses the other, so its trace is zero. What remains is (2·2 + 2·2)/16 = 1/2 for both X3 and X4. The computed level also gives 0.500 for each. The lowest level, X1, would not reveal the omission. The characters of X1 and X2 vanish wherever v = τ, so m(X1) and m(X2) are unaffected. For X3 and X4 the terms from E and C2z cancel. Moreover, C2z acts on this level as 1, so without phases the two C2 operations with τ, which differ by the factor C2z, have equal traces, and these cancel too. Keeping the phases but projecting the lowest level on ordinary point-group characters also fails: four multiplicities are 0.500 and the rest vanish.

Making the atoms unequal tests the origin of the degeneracy. Add f_odd[1 − exp(−iG·τ)]/2 with f_odd = 20 meV at s = 4. The eight operations with v = 0 survive. On them the mean of |χ|² is 4·4/8 = 2 for X1, which is thus reducible into two different parts, and 2·4/8 = 1 for X4, which stays irreducible. The computed splittings are 43 meV for the lowest X1 level and zero to the printed 0.001 meV for X4. In the free-electron limit the lowest pair is (0,0,±1), coupled by f_odd(1+1)/2 = 20 meV, which would give a splitting of 40 meV. In the computed level these two waves carry only 0.77 of the weight and contribute 31 meV; terms involving the other waves supply the remaining 12 meV, so the closeness of 40 to 43 meV is partly accidental.

The comparison with silicon is limited. Its gap is about 1.1 eV at room temperature, with the conduction minimum on the line from Γ to X rather than at X. The model's 1.02 eV, taken at X, is only an upper bound on the model's own gap and should not be compared with the measured one. Real devices work with vibrating atoms. A rough mean-square displacement of 6×10⁻⁵ nm² per axis at 300 K reduces f(11) by the factor exp[−11(2π/a)²·6×10⁻⁵ nm²/2] = 0.96. Applied to all form factors, this smearing moves the three X levels by up to 0.17 eV relative to the Γ top. The phonon self-energy is left out, so this is not the full thermal shift. Strain can reduce P itself; the group must then be built anew, and its effect is not sized here.

Spin-orbit coupling, scaled to a rough 40 meV splitting at Γ, moves the three X levels by up to 0.16 meV on the absolute scale at a cutoff of 20 units. This number is not converged: the model term, −iλ(q×q′)·σ times the structure factor, grows with q. With λ rescaled to 40 meV at each cutoff, the largest shift becomes 0.29 meV at 30 units, 0.37 meV at 40 and 0.63 meV at 55. Damping the term by exp(−0.1|q|²) for each wave, with q in units of 2π/a, reduces it to about 0.04 meV. Only the sub-meV size in these runs is meaningful. To first order spin-orbit coupling also raises the Γ top by one third of the splitting, about 13 meV, since four states move up and two move down about a fixed mean. Each X level remains fourfold, spin included. Labels with spin require the sign in u_R u_S = ±u_RS, for the spin-1/2 matrices u_R, as an extra factor in ω.

**8. Error analysis**

Errors that respect the space group must be separated from those that break it. A finite cutoff, taken as a sphere in |k+G|, and wrong form factors belong to the first kind. They move energies, but the multiplicities remain integers; a label at a given position changes only if levels cross. Raising the cutoff from 36 to 50 units moves the seven lowest X and four lowest W levels by at most 0.65 meV relative to the Γ top. Changing one form factor at a time by 0.1 eV moves the lowest three X levels by up to 0.20 eV. A model nonlocal s-type term, 0.5 eV times exp[−(|q|²+|q′|²)/b] times the structure factor, with q in units of 2π/a and the local part held fixed, moves them by up to 0.55 eV for b = 4. The size depends on the range: it is 0.29 eV for b = 2 and 0.69 eV for b = 8. The potential, not the basis, thus limits the energies. The order X1, X4, X1 survives these changes and the thermal smearing.

A symmetry-breaking error δH of norm η rotates the computed subspace. Let E be the exact level, Δ its distance from the nearest other level, Q the projector on all other exact states, and Π′ that on the computed level. Put Y = QΠ′, whose norm is sin θ, with θ the largest angle between the exact and computed subspaces. Since H′ = H + δH commutes with Π′,

(H−E)Y − Y(H′−E) = −Q δH Π′.

The first term has norm at least Δ sin θ. The second has norm at most η sin θ, because the computed energies lie within η of E. Therefore, for η < Δ,

sin θ ≤ η/(Δ−η).

For a d-fold level the two projectors differ by a matrix whose singular values sum to at most 2d sin θ. Since O is unitary, each trace errs by no more than that. At X, d = 2 and (1/16)Σ_R|χ_i(R)| = 4·2/16 = 1/2, so

|δm_i| ≤ (1/2)·4 sin θ = 2 sin θ.

Rounding to the nearest integer is safe if sin θ < 1/4, that is, if η < Δ/5. The smallest spacing among the seven lowest X levels is 0.243 eV, between the fifth and sixth. For the lowest six, whose neighbours are all in this list, η below 48 meV suffices. This is a sufficient condition, not an estimate of the actual error.

The bound assumes that the whole level is taken together. In an exactly symmetric calculation, a single state from a degenerate pair gives the multiplicity 1/2 for the pair's representation, not an integer. Individual traces then depend on the arbitrary basis chosen by the eigensolver, but this 1/2 does not: the sum in (2) is the expectation value of the projector on that representation, divided by d = 2. Two levels merged by accident do no such harm: their multiplicities add, and the sum is still a set of integers. When in doubt, the energy window should be widened until both its ends lie in clear gaps, so that no level is cut. The numerical output lists the remaining levels and the splittings for unequal atoms.

Table of computed values

```
lattice constant: 0.543 nm; kinetic unit (2 pi/a)^2: 5.1013 eV
form factors at squared lengths 3, 8, 11: -2.9 0.5 1.1 eV
cutoff: 36 kinetic units = 183.6 eV; plane waves at X: 222
X: k = (0.0, 0.0, 1.0) 2pi/a, |P| = 16, g = 2, extension order 32, classes 14, small-rep dimensions [2, 2, 2, 2]
W: k = (0.5, 1.0, 0.0) 2pi/a, |P| = 8, g = 4, extension order 32, classes 14, small-rep dimensions [2, 2]
L: k = (0.5, 0.5, 0.5) 2pi/a, |P| = 12, g = 1, extension order 12, classes 6, small-rep dimensions [1, 1, 1, 1, 2, 2]
X character columns: E, C2z, m(y,x,z), m(-y,-x,z), C2(y,x,-z)+tau, C2(-y,-x,-z)+tau
  X1: 2 2 2 2 0 0
  X2: 2 2 -2 -2 0 0
  X3: 2 -2 0 0 2 -2
  X4: 2 -2 0 0 -2 2
W1: character of S4 (-x,z,-y) = +1.000 +1.000 i
W2: character of S4 (-x,z,-y) = -1.000 -1.000 i
time-reversal indicator, all small reps at X, W, L: 1
free-electron shell |q|^2 = 1 at X (5.10 eV): 1 X1
free-electron shell |q|^2 = 2 at X (10.20 eV): 1 X1 + 1 X4
free-electron shell |q|^2 = 5 at X (25.51 eV): 1 X1 + 1 X2 + 1 X3 + 1 X4
valence top at Gamma, absolute model energy: 10.3990 eV
X level 1: -8.344 eV from Gamma top, X1, degeneracy 2, splitting for unequal atoms 43.346 meV
X level 2: -2.964 eV from Gamma top, X4, degeneracy 2, splitting for unequal atoms 0.000 meV
X level 3: +1.021 eV from Gamma top, X1, degeneracy 2, splitting for unequal atoms 47.105 meV
X level 4: +12.162 eV from Gamma top, X4, degeneracy 2, splitting for unequal atoms 0.000 meV
X level 5: +13.110 eV from Gamma top, X2, degeneracy 2, splitting for unequal atoms 39.300 meV
X level 6: +13.353 eV from Gamma top, X3, degeneracy 2, splitting for unequal atoms 0.000 meV
X level 7: +14.627 eV from Gamma top, X1, degeneracy 2, splitting for unequal atoms 23.618 meV
W level 1: -8.192 eV from Gamma top, W1, degeneracy 2
W level 2: -3.963 eV from Gamma top, W2, degeneracy 2
W level 3: +4.715 eV from Gamma top, W2, degeneracy 2
W level 4: +5.898 eV from Gamma top, W1, degeneracy 2
odd form factor used for unequal atoms: 20 meV
largest shift, cutoff 36 to 50 units: 0.647 meV
X level 2 without fractional phases, multiplicities: X1 0.000, X2 0.000, X3 0.500, X4 0.500
X level 1 with ordinary point-group characters, multiplicities: 0.500 0.500 0.500 0.500 0.000 0.000 0.000 0.000 0.000 0.000
spin-orbit: Gamma splitting 40.3 meV, largest shift of X levels 1-3 0.16 meV
thermal smearing, mean-square displacement 6e-05 nm^2: largest shift 166.3 meV
nonlocal s term of 0.5 eV: largest shift 552 meV
form factors changed by 0.1 eV: largest shift 197 meV
thermal energy at 300 K: 25.9 meV; smallest spacing of X levels 1-7: 0.243 eV
```
